# Gauging Away Uniform Antisymmetric Exchange: Open Chains, Rings and Pinned Films: a program that tests the result

```python
"""
Result under test: in a spin chain with bond energy
  -J (SxSx' + SySy') - Jz SzSz' - D z.(S x S'),
site rotations about z remove D from an OPEN chain, leaving an XXZ chain with
transverse exchange K = sqrt(J^2 + D^2) and the same Jz. On a RING of N sites
the twist Phi = N*theta, theta = atan2(D, J), stays on the closing bond.
Classically the closed chain must hold a whole number n of turns and pays
  E_n = N K [1 - cos((2 pi n - Phi)/N)].
A film with N bonds and parallel pinned end layers obeys the same closure.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize, brentq


# ---------- quantum chains, built from spin matrices ----------
def spin_operators(s, n_sites):
    m = np.arange(s, -s - 1, -1)
    d = len(m)
    plus = np.diag(np.sqrt(s * (s + 1) - m[1:] * (m[1:] + 1)), 1).astype(complex)
    sx = (plus + plus.conj().T) / 2
    sy = (plus - plus.conj().T) / 2j
    sz = np.diag(m).astype(complex)

    def embed(op, site):
        return np.kron(np.kron(np.eye(d**site), op), np.eye(d**(n_sites - site - 1)))
    return [[embed(op, i) for i in range(n_sites)] for op in (sx, sy, sz)]


def chain(ops, J, Jz, D, ring):
    X, Y, Z = ops
    n = len(X)
    H = np.zeros_like(X[0])
    for i in range(n if ring else n - 1):
        k = (i + 1) % n
        H = H - J * (X[i] @ X[k] + Y[i] @ Y[k]) - Jz * Z[i] @ Z[k]
        H = H - D * (X[i] @ Y[k] - Y[i] @ X[k])
    return H


def check_quantum(s, n, J, Jz, D):
    ops = spin_operators(s, n)
    X, Y, Z = ops
    K, theta = math.hypot(J, D), math.atan2(D, J)
    phi = n * theta
    angle = theta * sum((i + 1) * np.diag(Z[i]).real for i in range(n))
    U = np.diag(np.exp(1j * angle))
    Ud = U.conj().T
    open_dm, open_xxz = chain(ops, J, Jz, D, False), chain(ops, K, Jz, 0, False)
    ring_dm, ring_xxz = chain(ops, J, Jz, D, True), chain(ops, K, Jz, 0, True)
    assert np.allclose(U @ open_dm @ Ud, open_xxz, atol=1e-11)
    # closing bond carries the whole twist
    hop = np.exp(1j * phi) * (X[-1] + 1j * Y[-1]) @ (X[0] - 1j * Y[0])
    twisted = open_xxz - K / 2 * (hop + hop.conj().T) - Jz * Z[-1] @ Z[0]
    assert np.allclose(U @ ring_dm @ Ud, twisted, atol=1e-11)
    # a transverse field becomes a rotating one
    for i in range(n):
        a = theta * (i + 1)
        assert np.allclose(U @ X[i] @ Ud, math.cos(a) * X[i] - math.sin(a) * Y[i])
    # spectral invariant that no unitary can change
    T = 2 * s * (s + 1) * (2 * s + 1) / 3
    power = np.linalg.matrix_power
    trace_diff = np.trace(power(ring_dm, n) - power(ring_xxz, n)).real
    trace_law = 2 * math.factorial(n) * (-K * T / 2)**n * (math.cos(phi) - 1)
    assert abs(trace_diff - trace_law) < 1e-8 * max(1, abs(trace_law))
    # a twist of exactly one full turn is invisible in the spectrum
    t = 2 * math.pi / n
    full_turn = chain(ops, K * math.cos(t), Jz, K * math.sin(t), True)
    assert np.allclose(np.linalg.eigvalsh(full_turn), np.linalg.eigvalsh(ring_xxz),
                       atol=1e-10)
    # ground-state correlations of the open chain show the spiral
    ground = np.linalg.eigh(open_dm)[1][:, 0]
    for i in range(1, n):
        c = ground.conj() @ (X[0] + 1j * Y[0]) @ (X[i] - 1j * Y[i]) @ ground
        assert abs(c) > 1e-3 and abs(c / abs(c) - np.exp(-1j * theta * i)) < 1e-7
    lowest = [np.linalg.eigvalsh(h)[0]
              for h in (open_dm, open_xxz, ring_dm, twisted, ring_xxz)]
    return K, theta, phi, lowest, trace_diff, trace_law


check_quantum(1.0, 4, 1.0, 0.7, 0.4)
check_quantum(0.5, 5 + 1, 0.8, 0.5, -0.3)
Jq, Dq, nq = 1.0, 0.5, 6
Kq, thq, phq, low, tr_num, tr_law = check_quantum(0.5, nq, Jq, Jq, Dq)
print("Six spins 1/2, energies in units of J")
print(f"J = Jz = {Jq:.1f}, D = {Dq:.1f}, K = {Kq:.5f}")
print(f"theta = {math.degrees(thq):.3f} deg, Phi = {math.degrees(phq):.3f} deg")
for name, e in zip(("open with D", "open XXZ", "ring with D", "ring XXZ twisted",
                    "ring XXZ untwisted"), low):
    print(f"ground energy, {name}: {e:.6f} J")
print(f"Tr H^6 difference, matrices: {tr_num:.6f} J^6; law: {tr_law:.6f} J^6")

# ---------- classical film with pinned parallel ends ----------
J, D = 8.0, 0.64              # meV per column and bond, spin length included
N, spacing = 100, 0.6         # bonds; nm
K, theta = math.hypot(J, D), math.atan2(D, J)
Phi = N * theta
site = np.arange(N + 1)


def energy_and_gradient(S, weight, zeeman):
    """Energy above the unstrained spiral, and its gradient; meV per column."""
    a, b = S[:-1], S[1:]
    b_cross_z = np.column_stack([b[:, 1], -b[:, 0], np.zeros(N)])
    z_cross_a = np.column_stack([-a[:, 1], a[:, 0], np.zeros(N)])
    bond = J * np.sum(a * b, axis=1) + D * np.sum(a * b_cross_z, axis=1)
    grad = np.zeros_like(S)
    grad[:-1] -= weight[:, None] * (J * b + D * b_cross_z)
    grad[1:] -= weight[:, None] * (J * a + D * z_cross_a)
    grad[1:-1] -= zeeman
    return np.sum(weight * (K - bond)) - np.sum(S[1:-1] @ zeeman), grad


def planar(turn_per_bond, z=0.0):
    z = z * np.ones(N + 1)
    r = np.sqrt(1 - z**2)
    return np.column_stack([r * np.cos(turn_per_bond * site),
                            r * np.sin(turn_per_bond * site), z])


uniform_bonds, no_field = np.ones(N), np.zeros(3)


def relax(n, weight=uniform_bonds, zeeman=no_field):
    """Free 3D relaxation of interior spins from a disturbed n-turn spiral."""
    start = planar(2 * math.pi * n / N, 0.03 * np.sin(math.pi * site / N))
    start[1:-1] += 0.003 * np.random.default_rng(7).normal(size=(N - 1, 3))
    ends = planar(2 * math.pi * n / N)

    def build(v):
        v = v.reshape(-1, 3)
        length = np.linalg.norm(v, axis=1)[:, None]
        S = ends.copy()
        S[1:-1] = v / length
        return S, length

    def objective(v):
        S, length = build(v)
        e, g = energy_and_gradient(S, weight, zeeman)
        g, u = g[1:-1], S[1:-1]
        g = (g - u * np.sum(g * u, axis=1)[:, None]) / length
        return e, g.ravel()
    res = minimize(objective, start[1:-1].ravel(), jac=True, method="L-BFGS-B",
                   options=dict(maxiter=20000, maxfun=40000, ftol=1e-16,
                                gtol=1e-8, maxcor=30))
    S = build(res.x)[0]
    phase = np.exp(1j * np.arctan2(S[:, 1], S[:, 0]))
    turns = np.sum(np.angle(phase[1:] / phase[:-1])) / (2 * math.pi)
    return res.fun, turns, np.max(np.abs(S[:, 2]))


assert abs(energy_and_gradient(planar(theta), uniform_bonds, no_field)[0]) < 1e-9
print("Film, rough values in the regime of CrNb3S6; energies per column")
print(f"J = {J:.2f} meV, D = {D:.2f} meV, K = {K:.4f} meV")
print(f"bonds N = {N}, spacing = {spacing:.2f} nm, thickness = {N*spacing:.1f} nm")
print(f"theta = {math.degrees(theta):.4f} deg, pitch = "
      f"{2*math.pi*spacing/theta:.2f} nm")
print(f"Phi = {Phi:.4f} rad = {Phi/(2*math.pi):.4f} turns")
E, relaxed = {}, {}
for n in range(4):
    strain = (2 * math.pi * n - Phi) / N
    E[n] = N * K * (1 - math.cos(strain))
    stiffness = K * math.cos(strain) - J * math.cos(math.pi / N)
    eps = 1e-3
    tilted = planar(2 * math.pi * n / N, eps * np.sin(math.pi * site / N))
    flat = planar(2 * math.pi * n / N)
    rise = (energy_and_gradient(tilted, uniform_bonds, no_field)[0]
            - energy_and_gradient(flat, uniform_bonds, no_field)[0])
    measured = rise / (eps**2 * N / 2)
    assert abs(measured - stiffness) < 2e-5
    relaxed[n] = relax(n)
    if stiffness > 0:
        assert abs(relaxed[n][0] - E[n]) < 1e-4 and abs(relaxed[n][1] - n) < 1e-6
    else:
        assert relaxed[n][0] < E[n] - 1e-3
    print(f"n = {n}: strain {math.degrees(strain):.4f} deg/bond, E_n = {E[n]:.4f} meV,"
          f" tilt stiffness {stiffness:.5f} meV")
    print(f"   relaxed: {relaxed[n][0]:.4f} meV, {relaxed[n][1]:.3f} turns,"
          f" largest |Sz|/S = {relaxed[n][2]:.4f}")
gap = E[2] - E[1]
lattice = 0.57                # nm, triangular layer
area = math.sqrt(3) / 2 * lattice**2
meV = 1e-3 * const.e
print(f"gap E_2 - E_1 = {gap:.4f} meV per column")
print(f"column area = {area:.4f} nm2 (in-plane lattice {lattice:.2f} nm)")
print(f"gap per area = {gap/area:.4f} meV/nm2 = {gap*meV/(area*1e-18)*1e3:.4f} mJ/m2")

# ---------- size of neglected effects ----------
print("Neglected effects")
spin, field = 1.5, 0.010      # g = 2; tesla
moment = 2 * spin * const.physical_constants["Bohr magneton"][0]
zeeman = moment * field / meV
shifts = []
for direction in ([1, 0, 0], [-1, 0, 0], [0, 1, 0], [0, -1, 0]):
    one, two = (relax(n, zeeman=zeeman * np.array(direction)) for n in (1, 2))
    assert abs(one[1] - 1) < 1e-6 and abs(two[1] - 2) < 1e-6
    shifts.append(two[0] - one[0] - gap)
print(f"transverse field {field*1e3:.0f} mT: Zeeman {zeeman:.5f} meV per spin,"
      f" largest gap shift {max(shifts, key=abs):.4f} meV")
soft = uniform_bonds.copy()
soft[[0, -1]] = 0.5
one, two = relax(1, weight=soft), relax(2, weight=soft)
assert abs(one[1] - 1) < 1e-6 and abs(two[1] - 2) < 1e-6
print(f"end bonds at half strength: gap = {two[0]-one[0]:.4f} meV")
temperature, ordering = 50.0, 130.0


def brillouin(x):
    p, q = (2 * spin + 1) / (2 * spin), 1 / (2 * spin)
    return p / math.tanh(p * x) - q / math.tanh(q * x)


m = brentq(lambda y: brillouin(3 * spin / (spin + 1) * y * ordering / temperature) - y,
           0.1, 1.0)
print(f"mean field at {temperature:.0f} K, ordering {ordering:.0f} K: m = {m:.4f},"
      f" gap times m^2 = {gap*m*m:.4f} meV")
diameter = 1000.0             # nm
columns = math.pi * diameter**2 / 4 / area
print(f"thermal energy at {temperature:.0f} K = {const.k*temperature/meV:.3f} meV")
print(f"disc {diameter:.0f} nm wide: {columns:.3e} columns, total gap"
      f" {columns*gap*1e-3:.1f} eV")
c = N * spacing / diameter    # spheroid axis ratio
# s = u^2 removes the sharp peak of the depolarization integrals
Nx = quad(lambda u: c / ((1 + u*u)**2 * math.sqrt(u*u + c*c)) * u, 0, np.inf)[0]
Nz = quad(lambda u: c * u / ((1 + u*u) * (u*u + c*c)**1.5), 0, np.inf, limit=200)[0]
assert abs(2 * Nx + Nz - 1) < 1e-6
M = moment / (area * spacing * 1e-27)
demag = 0.5 * const.mu_0 * Nx * M**2 * area * spacing * 1e-27 * N / meV
print(f"magnetization {M/1e3:.1f} kA/m, in-plane demagnetizing factor {Nx:.4f}")
print(f"magnetostatic scale, uniform spheroid: {demag:.4f} meV per column")
print("all assertions hold")
```

Printed output:

```
Six spins 1/2, energies in units of J
J = Jz = 1.0, D = 0.5, K = 1.11803
theta = 26.565 deg, Phi = 159.390 deg
ground energy, open with D: -1.432495 J
ground energy, open XXZ: -1.432495 J
ground energy, ring with D: -1.500000 J
ground energy, ring XXZ twisted: -1.500000 J
ground energy, ring XXZ untwisted: -1.715399 J
Tr H^6 difference, matrices: -85.078125 J^6; law: -85.078125 J^6
Film, rough values in the regime of CrNb3S6; energies per column
J = 8.00 meV, D = 0.64 meV, K = 8.0256 meV
bonds N = 100, spacing = 0.60 nm, thickness = 60.0 nm
theta = 4.5739 deg, pitch = 47.22 nm
Phi = 7.9830 rad = 1.2705 turns
n = 0: strain -4.5739 deg/bond, E_n = 2.5559 meV, tilt stiffness 0.00395 meV
   relaxed: 2.5559 meV, -0.000 turns, largest |Sz|/S = 0.0000
n = 1: strain -0.9739 deg/bond, E_n = 0.1159 meV, tilt stiffness 0.02835 meV
   relaxed: 0.1159 meV, 1.000 turns, largest |Sz|/S = 0.0000
n = 2: strain 2.6261 deg/bond, E_n = 0.8428 meV, tilt stiffness 0.02108 meV
   relaxed: 0.8428 meV, 2.000 turns, largest |Sz|/S = 0.0000
n = 3: strain 6.2261 deg/bond, E_n = 4.7337 meV, tilt stiffness -0.01783 meV
   relaxed: 0.4556 meV, 1.000 turns, largest |Sz|/S = 0.1572
gap E_2 - E_1 = 0.7269 meV per column
column area = 0.2814 nm2 (in-plane lattice 0.57 nm)
gap per area = 2.5834 meV/nm2 = 0.4139 mJ/m2
Neglected effects
transverse field 10 mT: Zeeman 0.00174 meV per spin, largest gap shift 0.0018 meV
end bonds at half strength: gap = 0.7126 meV
mean field at 50 K, ordering 130 K: m = 0.9655, gap times m^2 = 0.6777 meV
thermal energy at 50 K = 4.309 meV
disc 1000 nm wide: 2.791e+06 columns, total gap 2029.0 eV
magnetization 164.8 kA/m, in-plane demagnetizing factor 0.0438
magnetostatic scale, uniform spheroid: 0.0787 meV per column
all assertions hold
```
